Fröhlich coupling and the polar optical scattering rate of band electrons

An electron moves through a cubic polar crystal with two ions per cell. When the ions of opposite charge vibrate against each other they polarize the crystal, and the electric field of that polarization scatters the electron. The problem is to find the coupling from macroscopic electrostatics, and from it the rate at which the electron absorbs or emits longitudinal optical (LO) phonons.

The data are the relative permittivities ε_s (static) and ε_∞ (far above the lattice resonance but below electronic transitions, so that the ions stand still), the LO angular frequency ω, the temperature T and the band mass m. The electron has charge −e and energy E = ħ²k²/2m. The electric field is written F, to keep E for the energy. The crystal has volume V and periodic boundary conditions.

**(a) Write the long-wavelength equations of motion of the ions and their field. Express the coupling constant in them through ε_s, ε_∞ and ω.**

Let u₊ − u₋ be the relative displacement of the two ions, μ their reduced mass and Ω the cell volume. Define w = √(μ/Ω)(u₊ − u₋), so that the kinetic energy density is ½ẇ². For harmonic ions and a linear, isotropic response, the potential energy density in a given field is

½ω_T²w² − γ w·F − ½ε0(ε_∞ − 1)F².

Its negative derivative with respect to w is the force, and with respect to F the polarization P. The same γ therefore enters both equations:

ẅ = −ω_T²w + γF

P = γw + ε0(ε_∞ − 1)F

In a static field, w = γF/ω_T². Then P = [γ²/ω_T² + ε0(ε_∞ − 1)]F, which must equal ε0(ε_s − 1)F. Hence

γ² = ε0 ω_T²(ε_s − ε_∞).

Now take a wave of wavevector q, with the field treated as electrostatic, so that F is parallel to q. There is no free charge, so q·D = 0, where D = ε0F + P.

For a transverse wave, w ⊥ q. Then q·D = 0 gives F = 0: the wave has frequency ω_T and no electrostatic potential. It does not scatter the electron by this mechanism.

For a longitudinal wave all vectors are parallel to q, so D itself vanishes:

ε0ε_∞F + γw = 0, or F = −γw/(ε0ε_∞).

This field opposes the displacement and stiffens the vibration. Substitution in the equation of motion gives

ω² = ω_T² + γ²/(ε0ε_∞) = ω_T²[1 + (ε_s − ε_∞)/ε_∞] = ω_T² ε_s/ε_∞.

In this model ω does not depend on q. Replacing ω_T² by ω²ε_∞/ε_s in γ²,

γ² = ε0ω²ε_∞(ε_s − ε_∞)/ε_s = ε0ε_∞²ω²K, with K = 1/ε_∞ − 1/ε_s.

**(b) Quantize the longitudinal vibration.**

Multiply the equation of motion by ẇ:

d/dt(½ẇ² + ½ω_T²w²) = γF·ẇ.

Since γẇ = −ε0ε_∞Ḟ, the right side is −d/dt(½ε0ε_∞F²). The conserved energy density, normalized by its kinetic term, is

½ẇ² + ½ω_T²w² + ½ε0ε_∞F² = ½ẇ² + ½ω²w²,

because ½ε0ε_∞F² = ½γ²w²/(ε0ε_∞). Each mode is a harmonic oscillator, so write, with q̂ = q/q and a real amplitude A,

w(r) = A Σ_q q̂ [a_q exp(iq·r) + a_q† exp(−iq·r)].

To fix A, collect the coefficient of exp(iq·r). The term from −q carries the opposite unit vector, so w has the coefficient Aq̂(a_q − a₋q†). Since a_q varies as exp(−iωt), ẇ has the coefficient −iωAq̂(a_q + a₋q†). Integrated over V, the energy is

½Vω²A² Σ_q [(a_q + a₋q†)(a_q† + a₋q) + (a_q − a₋q†)(a_q† − a₋q)]

= Vω²A² Σ_q (a_q a_q† + a₋q† a₋q).

The cross terms cancel. Relabelling −q as q in the last term gives Vω²A² Σ_q (a_q a_q† + a_q† a_q). This must equal ½ħω Σ_q (a_q a_q† + a_q† a_q), so

A² = ħ/(2Vω).

**(c) Find the electron–phonon matrix element.**

Let φ_q be the coefficient of a_q exp(iq·r) in the potential. From F = −∇φ the corresponding field coefficient is −iqφ_q q̂, while part (a) gives it as −γAq̂/(ε0ε_∞). Hence

φ_q = −iγA/(ε0ε_∞q).

The potential energy of the electron is −eφ, so

H_int = Σ_q [M_q a_q exp(iq·r) + M_q* a_q† exp(−iq·r)], M_q = ieγA/(ε0ε_∞q).

Inserting γ² and A²,

|M_q|² = e²/(ε0²ε_∞²q²) · ε0ε_∞²ω²K · ħ/(2Vω)

**|M_q|² = e²ħω/(2ε0Vq²) · (1/ε_∞ − 1/ε_s).**

This is the Fröhlich matrix element. The field amplitude is independent of q for a given w; going from field to potential costs one factor 1/q. Long waves therefore couple most strongly. The phase of M_q depends on the phase chosen for a_q and drops out of the rate.

**(d) Check the strength by placing a fixed electron in the crystal.**

For an electron held at r = 0, each mode has the Hamiltonian

ħω a†a + Ma + M*a† = ħω(a† + M/ħω)(a + M*/ħω) − |M|²/ħω.

The shifted operators obey the same commutation rule, so the ground-state energy drops by |M_q|²/ħω.

Electrostatics gives the same energy without phonons. The Fourier component of a point charge contributes e²/(2Vε0εq²) to ½∫ρφ d³r in a medium of permittivity ε. With the ions frozen ε = ε_∞; once they have relaxed ε = ε_s. The change is

e²/(2Vε0q²) · (1/ε_s − 1/ε_∞) = −|M_q|²/ħω,

in agreement with (c). The combination K thus measures the part of the screening that the ions supply.

**(e) Set up the scattering rate and reduce it to an integral over q.**

Take plane-wave matrix elements, which means unit overlap of the periodic parts of the Bloch functions. Assume that final states are empty, that free carriers do not screen the field, and that the phonons are thermal, with N = 1/[exp(ħω/k_BT) − 1]. The interaction does not flip the spin.

Absorption takes k to k′ = k + q. The squared ladder element is the phonon number, whose thermal average is N. Emission takes k to k′ = k − q with the average factor N + 1. To leading order in the coupling, the golden rule gives

W_abs = (2π/ħ) N Σ_q |M_q|² δ(E_{k+q} − E_k − ħω)

W_em = (2π/ħ)(N + 1) Σ_q |M_q|² δ(E_{k−q} − E_k + ħω).

For a large crystal the sum becomes V/(4π²) ∫q²dq ∫dc, where c is the cosine of the angle between k and q. The arguments of the delta functions are

ħ²(q² ± 2kqc)/2m ∓ ħω,

with upper signs for absorption. Their derivative with respect to c has magnitude ħ²kq/m. The integral over c is therefore m/(ħ²kq) if a solution with |c| ≤ 1 exists, and zero otherwise.

Energy conservation fixes the length of k′ through k′² = k² ± 2mω/ħ. The vectors k, k′ and q form a triangle, so solutions exist for

|k′ − k| ≤ q ≤ k′ + k.

Write |M_q|² = C/(Vq²), with C = e²ħωK/(2ε0). Then

W_abs = (2π/ħ) N · V/(4π²) ∫ q²dq · C/(Vq²) · m/(ħ²kq) = N · Cm/(2πħ³k) · ∫dq/q.

The q² of the volume element cancels the 1/q² of the coupling, and the volume drops out. Emission has N + 1 in place of N and its own k′. In both cases

∫dq/q = ln[(k′ + k)/|k′ − k|].

**(f) Evaluate the logarithms and obtain the total rate.**

Multiply numerator and denominator by k′ + k and use |k′² − k²| = 2mω/ħ:

ln[(k′ + k)/|k′ − k|] = ln[(k′ + k)²/(2mω/ħ)] = 2 ln[(k′ + k)/√(2mω/ħ)].

Let x = E/ħω. Then k = √x · √(2mω/ħ) and k′ = √(x ± 1) · √(2mω/ħ). Since asinh y = ln[y + √(y² + 1)],

absorption: 2 ln[√x + √(x + 1)] = 2 asinh √x

emission: 2 ln[√(x − 1) + √x] = 2 asinh √(x − 1), for x ≥ 1.

The factor 2 turns the prefactor into Cm/(πħ³k) = e²ωKm/(2πε0ħ²k). With m/(ħk) = √(m/2E), the total rate W = W_abs + W_em is

**W(E) = e²ω/(2πε0ħ) · √(m/2E) · (1/ε_∞ − 1/ε_s) × [N asinh √(E/ħω) + (N + 1) θ(E − ħω) asinh √(E/ħω − 1)].**

The step function θ removes emission when the electron cannot supply the phonon energy. With the dimensionless coupling constant

α = e²/(4πε0ħ) · √(m/2ħω) · (1/ε_∞ − 1/ε_s),

the factor in front of the bracket is 2αω/√x.

**(g) Discuss the energy dependence.**

As E → 0, asinh √x ≈ √x, and the rate tends to the finite value 2αωN. A slow electron can still absorb.

Just above x = 1, W_em ≈ 2αω(N + 1)√(x − 1). Emission starts continuously but with infinite slope. The coupling is smooth there, since q ≈ k, and the square root is that of the density of final states.

For x ≫ 1 both inverse functions approach ½ ln(4x), so

W ≈ αω(2N + 1) ln(4x)/√x.

The widening range of q adds only a logarithm, while the factor 1/k lowers the rate.

Emission therefore has a maximum between. Put x = cosh²t, so that asinh √(x − 1) = t and W_em ∝ t/cosh t. The derivative vanishes when cosh t = t sinh t, or t tanh t = 1. The solution t = 1.1997 gives x = 3.277.

The rates also respect thermal equilibrium. Using N = (N + 1) exp(−ħω/k_BT),

√E W_abs(E) exp(−E/k_BT) = √(E + ħω) W_em(E + ħω) exp[−(E + ħω)/k_BT].

The density of states is proportional to √E, so in a Boltzmann distribution upward and downward transitions balance.

**(h) Which phonons and which angles dominate?**

By (e), the probability of a given q is proportional to dq/q, so ln q is uniformly distributed over its range. The median is the geometric mean of the limits:

q_med = √(|k′ − k|(k′ + k)) = √(2mω/ħ),

the same for absorption and emission and at every energy where the process is allowed.

Let ϑ be the angle between k and k′. Since q² = k² + k′² − 2kk′ cos ϑ grows with ϑ, the median angle follows from setting q² = |k² − k′²|:

cos ϑ_med = min(k, k′)/max(k, k′).

Fast electrons are mostly deflected through small angles. For this reason, and because each collision also changes the length of k, W, which counts every collision equally, is in general not the rate of momentum relaxation and cannot simply be inserted in a mobility formula. The exception is k_BT ≪ ħω. There a slow electron that absorbs a phonon re-emits one almost at once and ends slow again, in a nearly random direction, so the momentum relaxation rate tends to 2αωN.

**(i) Evaluate the rate for m = 0.10 electron masses, ε_∞ = 10, ε_s = 12.5, ħω = 40 meV and T = 300 K. Is the treatment consistent?**

These are round model parameters. They give K = 0.100 − 0.080 = 0.020, N = 0.2704, α = 0.1166 and 2αω = 1.4177 × 10¹³ s⁻¹.

At E = 100 meV, x = 2.5 and the prefactor is

1.4177 × 10¹³ s⁻¹/√2.5 = 8.966 × 10¹² s⁻¹.

With asinh √2.5 = 1.2389 and asinh √1.5 = 1.0317,

W_abs = 8.966 × 10¹² × 0.2704 × 1.2389 = 3.00 × 10¹² s⁻¹

W_em = 8.966 × 10¹² × 1.2704 × 1.0317 = 11.75 × 10¹² s⁻¹.

The total is 14.8 × 10¹² s⁻¹, a lifetime of 68 fs. At a speed of 5.93 × 10⁵ m/s the mean free path is 40 nm. The numerical check integrates over final momenta without using the logarithm and reproduces both rates.

Other energies, with rates in 10¹² s⁻¹:

E = 20 meV: absorption 3.57, emission 0, total 3.57
E = 60 meV: absorption 3.23, emission 9.68, total 12.9
E = 200 meV: absorption 2.65, emission 11.63, total 14.3

Emission peaks at 3.277 × 40 meV = 131 meV, with 11.94 × 10¹² s⁻¹. The maximum is flat: the values at 100 and 200 meV lie within 3% of it. For emission at 100 meV, cos ϑ_med = √(60/100) = 0.775, so half of the events deflect the electron by less than 39°. Isotropic scattering would give 90°.

Three assumptions can be judged from these numbers.

A longitudinal wave has D = 0 and a curl-free field, so it satisfies Maxwell's equations exactly at any q. What the electrostatic treatment drops is the field of a transverse wave. For frequency ω′ Maxwell's equations give q²F = ω′²D/(ε0c²), or ε0(q²c²/ω′² − ε_∞)F = γw. With ω′ of order ω, this field is small against the longitudinal one, γw/(ε0ε_∞), when q ≫ √ε_∞ ω/c. With v = ħk/m and v′ = ħk′/m, the smallest wavenumber is

|k′ − k| = (2mω/ħ)/(k + k′) = 2ω/(v + v′),

so the condition holds when the electron is slow compared with c/√ε_∞ both before and after the collision. At 100 meV, q_min = 1.15 × 10⁸ m⁻¹ for emission and 0.94 × 10⁸ m⁻¹ for absorption. With ω/c = 2.0 × 10⁵ m⁻¹, these are to be compared with √ε_∞ ω/c = 6.4 × 10⁵ m⁻¹.

The macroscopic description requires phonon wavelengths much longer than a unit cell. At 100 meV the shortest wavelength 2π/q_max = 2π/(k + k′) is 6.9 nm for emission and 5.6 nm for absorption; for absorption at 200 meV it is 4.1 nm. All are long compared with a typical cell of about half a nanometre.

The golden rule requires weak coupling. Here α is small, but ħW = 9.7 meV at 100 meV. That is about a tenth of the electron energy and a quarter of the phonon energy. The rate is a reasonable leading-order estimate, but its third digit has no physical weight, and at this temperature the sharp onset at 40 meV should be expected to be blurred in a better theory. The scale of that blurring is set by the states at the threshold, the initial one at 40 meV and the final one near E = 0. Absorption gives each a width ħW of 2 to 3 meV, which is proportional to N and vanishes as T → 0.

The formula also needs changing when carriers are dense enough to screen the field or fill the final states, and when the band is no longer parabolic or the Bloch overlap falls below one.

Calculated quantities

```
mass = 0.10 electron masses
eps_inf = 10.0, eps_s = 12.5
1/eps_inf - 1/eps_s = 0.0200
LO phonon energy = 40.0 meV
TO phonon energy = 35.78 meV
temperature = 300 K
LO angular frequency = 6.0771e+13 rad/s
phonon occupation N = 0.2704
coupling constant alpha = 0.1166
rate scale 2 alpha w = 1.4177e+13 1/s
median wavenumber sqrt(2 m w/hbar) = 3.2402e+08 1/m
volume for coupling = 1000 nm^3
|M_q| there at median q = 8.303 meV
fixed-charge energy shift, that mode = -1.7236 meV
zero-energy limit of rate = 3.8331e+12 1/s
rates in 1e12 1/s: E (meV), E/(hbar w), absorption, emission, total
  20  0.50  3.569  0.000  3.569
  60  1.50  3.229  9.683  12.912
  100  2.50  3.003  11.752  14.755
  200  5.00  2.648  11.628  14.275
at E = 100 meV:
  asinh sqrt(x) = 1.2389
  asinh sqrt(x-1) = 1.0317
  prefactor 2 alpha w/sqrt(x) = 8.9663e+12 1/s
  direct integration, absorption = 3.003 1e12 1/s
  direct integration, emission = 11.752 1e12 1/s
  initial wavenumber k = 5.1232e+08 1/m
  final wavenumber after emission = 3.9684e+08 1/m
  emission q_min = 1.1548e+08 1/m
  emission q_max = 9.0916e+08 1/m
  shortest phonon wavelength = 6.91 nm
  w/c = 2.027e+05 1/m
  median emission angle = 39.23 degrees
  speed = 5.9310e+05 m/s
  lifetime 1/W = 67.77 fs
  mean free path v/W = 40.20 nm
  collision broadening hbar W = 9.712 meV
emission peak: t = 1.19968, E/(hbar w) = 3.2767
emission peak energy = 131.07 meV
emission peak rate = 11.936 1e12 1/s
```
